# Periodic-Image Correction and Potential Alignment for Charged Defects

## Result

Let a localized charge \(q\) sit in a simple cubic supercell of side \(L\) and volume \(\Omega=L^3\), inside a medium of dielectric constant \(\varepsilon\), with a uniform neutralizing background. The energy of the isolated charge follows from the energy per cell by

\[
E_{\rm iso}=E_{\rm per}+\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi\,(qQ-p^2)}{3\varepsilon L^3}+O(L^{-5}),\qquad \alpha=2.8373, \tag{1}
\]

where \(\mathbf p=\int\rho\,\mathbf r\,d^3r\) and \(Q=\int\rho\,r^2d^3r\). The leading image correction is \(\alpha q^2/(2\varepsilon L)\).

A formation energy also involves electrons exchanged with a reservoir, and their energy needs a zero of potential. Equation (1) does not supply it. For a defect represented by a spherical model charge plus a fixed, neutral, spherical short-range part in a uniform medium, the working expression is

\[
\begin{aligned}
E_f={}&E_{\rm cell}^{\rm def}-E_{\rm cell}^{\rm bulk}-\sum_i n_i\mu_i+q(\varepsilon_v+\bar\phi_{\rm host}+E_F)\\
&+\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi qQ_m}{3\varepsilon L^3}-qC. 
\end{aligned}\tag{2}
\]

Here \(n_i\) atoms of chemical potential \(\mu_i\) are added, \(\varepsilon_v\) is the valence-band edge, \(E_F\) is measured from that edge, \(\bar\phi_{\rm host}\) is the mean host potential in the convention used for \(\varepsilon_v\) (for cell energies that do not themselves depend on this mean), \(Q_m\) is the second moment of the model charge, and \(C\) is the potential shift found far from the defect. Both \(\bar\phi_{\rm host}\) and \(C\) are alignment quantities, and they have different origins.

Hartree atomic units are used. The electrostatic potential is \(\phi\); an electron has potential energy \(-\phi\). Positive \(q\) means that electrons have been removed.

## Derivation of the image correction

**Assumptions.** The density \(\rho\) is fixed, lies well inside the cell, and is embedded in a uniform, isotropic, linear medium.

**Energy and potential.** The potential obeys \(\varepsilon\nabla^2\phi=-4\pi(\rho-q/\Omega)\) in each cell. This fixes \(\phi\) up to a constant, chosen here so that its cell mean vanishes. If the sources are built up in proportion to \(\lambda\), the potential is \(\lambda\phi\), and the work is

\[
E_{\rm per}=\int_0^1\!d\lambda\,\lambda\int_\Omega\Big(\rho-\frac q\Omega\Big)\phi\,d^3r
=\frac12\int_\Omega\rho\,\phi\,d^3r .
\]

The background term dropped out because \(\int_\Omega\phi\,d^3r=0\). Define \(\psi\) as the zero-mean potential of a unit point charge, its images and its background in vacuum:

\[
\nabla^2\psi=-4\pi\Big(\delta(\mathbf r)-\frac1\Omega\Big),\qquad
\psi(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
\]

By superposition,

\[
E_{\rm per}=\frac1{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r'. \tag{3}
\]

The isolated energy has the same form with \(\psi\) replaced by \(1/|\mathbf r-\mathbf r'|\).

**Expansion near the origin.** The difference \(w=\psi-1/r\) is regular at the origin and satisfies \(\nabla^2w=4\pi/\Omega\) there. Since \(\nabla^2r^2=6\), the function \(2\pi r^2/(3\Omega)\) accounts for this Laplacian. What remains is harmonic and has cubic symmetry. Its first term is a constant, which scales as \(1/L\) and is named \(-\alpha/L\). Cubic symmetry forbids harmonics of order 1, 2 and 3, so the next term is of order 4:

\[
\psi(\mathbf r)=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right). \tag{4}
\]

**Value of \(\alpha\).** Split each point charge into a normalized Gaussian proportional to \(e^{-\eta^2r^2}\) and a remainder. The Gaussian has Fourier transform \(e^{-G^2/4\eta^2}\) and potential \(\operatorname{erf}(\eta r)/r\); the remainder has potential \(\operatorname{erfc}(\eta r)/r\). The remainder is summed in real space, and its mean,

\[
\frac1\Omega\int_0^\infty4\pi r\operatorname{erfc}(\eta r)\,dr=\frac{\pi}{\Omega\eta^2},
\]

is subtracted to keep \(\psi\) at zero mean. At the origin, \(\operatorname{erfc}(\eta r)/r-1/r=-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi\). Therefore

\[
\frac{\alpha}{L}=\frac{2\eta}{\sqrt\pi}+\frac{\pi}{\Omega\eta^2}
-\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(\eta R)}{R}
-\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}.
\]

Both sums converge rapidly and give \(\alpha=2.837297\).

**Insertion.** The constant in (4) multiplies \(\iint\rho\rho'=q^2\). For the quadratic term,

\[
\iint\rho\rho'\,(r^2+r'^2-2\mathbf r\cdot\mathbf r')\,d^3r\,d^3r'=2qQ-2p^2 .
\]

Equation (3) then gives

\[
E_{\rm per}-E_{\rm iso}=\frac1{2\varepsilon}\left[-\frac{\alpha q^2}{L}+\frac{2\pi}{3L^3}(2qQ-2p^2)\right]+O(L^{-5}),
\]

which is (1). The charge sits in a potential \(-\alpha q/(\varepsilon L)\) made by its own images and background. The factor \(\tfrac12\) appears because those sources grow with the charge. The spurious energy is negative for either sign of \(q\), so the leading correction is positive.

The combination \(qQ-p^2\) does not depend on the origin. Displacing the density by \(\mathbf a\) adds \(2q\,\mathbf a\cdot\mathbf p+q^2a^2\) to both \(qQ\) and \(p^2\).

**Limits.** For \(q=0\), (1) reduces to \(E_{\rm iso}=E_{\rm per}+2\pi p^2/(3\varepsilon L^3)\), the dipole correction for a periodic potential, with no macroscopic field across the cell. For a point charge at the origin, the \(L^{-3}\) term vanishes in the continuum model.

An asymmetric cluster of three Gaussian charges, with \(q=2\), \(Q=5\) and \(p^2=3.5\), tests the expansion. After correction by (1), the remainder is \(-6.26\times10^{-6}\) Ha at \(L=20\) bohr and \(-1.955\times10^{-7}\) Ha at 40 bohr. The implied power is 5.00, as (4) requires.

## Which dielectric constant, and how far the continuum holds

The factor \(1/\varepsilon\) applies to the interaction of the charge with both images and background, since the medium responds to all of them. If the ions are held at positions that carry no long-range polarization, such as those of the bulk or of the neutral defect, \(\varepsilon\) is the electronic constant \(\varepsilon_\infty\); if they relax in the charge state considered, it is the static constant \(\varepsilon_0\), including the ionic response. Neither rule covers ions frozen at the geometry relaxed for another charged state, as in a vertical transition. The frozen ionic polarization then has its own image energy, and a neutral state at the geometry relaxed for charge \(q\) still needs a correction \(\alpha q^2(1/\varepsilon_\infty-1/\varepsilon_0)/(2L)\).

A lattice of polarizable points checks this without assuming a continuum. Put points of polarizability \(a\) on a simple cubic lattice of constant \(b\). The local field is the macroscopic field \(\mathcal E\) plus \(4\pi P/3\), so

\[
P=\frac a{b^3}\Big(\mathcal E+\frac{4\pi P}{3}\Big),\qquad
\varepsilon=1+\frac{4\pi P}{\mathcal E}=\frac{1+2x}{1-x},\qquad x=\frac{4\pi a}{3b^3}.
\]

For \(a=0.12\,b^3\), \(\varepsilon=4.032\). A point charge is placed at the centre of a cube of these points, and the induced dipoles \(\mathbf d_i\) are solved self-consistently in the periodic cell. With \(\mathbf F_i\) the field of the charge, its images and background, the energy is \(-\alpha q^2/(2L)-\tfrac12\sum_i\mathbf d_i\cdot\mathbf F_i\).

Energies at \(L=8,10,12,14\,b\) determine the four coefficients of \(E_\infty-A/L+B/L^3+D/L^5\). The result is \(A=0.3526\,q^2\), against \(\alpha q^2/(2\varepsilon)=0.3518\,q^2\), a difference of 0.2%. The unscreened value would be \(1.419\,q^2\). The test therefore supports the screened \(1/L\) law in this model.

The same fit gives a positive cubic coefficient, \(B\approx0.5\,q^2b^2\), whereas the continuum value for a point charge is zero. The fitted number still depends somewhat on the cell sizes used. The \(L^{-3}\) coefficient depends on microscopic response. In a real solid, the cubic term of (1) should not be evaluated from the bare defect density and treated as a complete correction.

## Alignment to the electron reservoir

A charged defect has given \(q\) electrons to a reservoir of energy \(\varepsilon_v+E_F\) per electron. Consider the part of the energy that depends on the host potential. For an isolated defect it is

\[
\int\rho\,\phi_{\rm host}\,d^3r+q\varepsilon_v .
\]

Under \(\phi_{\rm host}\to\phi_{\rm host}+K\), the first term changes by \(+qK\). An electron level changes by \(-K\), so the second changes by \(-qK\). The sum is independent of the arbitrary constant, as it must be.

The supercell adds a background of density \(-q/\Omega\). Its host interaction energy is

\[
\int_\Omega\Big(\rho-\frac q\Omega\Big)\phi_{\rm host}\,d^3r
=\int\rho\,\phi_{\rm host}\,d^3r-q\bar\phi_{\rm host}. \tag{5}
\]

This quantity is unchanged by \(K\), because the cell is neutral. The band edge still changes. Solving (5) for the physical interaction gives

\[
\int\rho\,\phi_{\rm host}\,d^3r+q\varepsilon_v
=\int_\Omega\Big(\rho-\frac q\Omega\Big)\phi_{\rm host}\,d^3r+q(\varepsilon_v+\bar\phi_{\rm host}).
\]

Hence the band edge must be referred to the mean host potential, which explains the bracket in (2). If the bulk calculation already uses zero mean, \(\bar\phi_{\rm host}=0\). Some pseudopotential codes include the same mean potential both in the levels and, multiplied by the number of electrons, in the total energy. The host mean then cancels between \(E_{\rm cell}^{\rm def}\) and \(q\varepsilon_v\), and must not be added again in (2). A change of the mean caused by the defect itself is considered with (8). For cell energies of the form (5), omitting a nonzero \(\bar\phi_{\rm host}\) makes an error \(-q\bar\phi_{\rm host}\) in \(E_f\). This error does not contain \(L\), so a larger supercell does not remove it.

**Mean potential of neutral units.** For a neutral density \(s\) whose potential \(\phi_s\) decays fast enough for surface terms to vanish, two integrations by parts give

\[
\int\phi_s\,d^3r=\frac16\int\phi_s\nabla^2r^2\,d^3r
=\frac16\int r^2\nabla^2\phi_s\,d^3r=-\frac{2\pi Q_s}{3\varepsilon}, \tag{6}
\]

with \(Q_s=\int s\,r^2d^3r\). Neutral building blocks can thus produce a nonzero mean potential.

A frozen host in vacuum shows the size of the effect. Each atom consists of Gaussian charges \(+4\) and \(-4\), of widths 0.5 and 1.0 bohr, on a cubic lattice of constant 5 bohr. A Gaussian of charge \(q\) and width \(\sigma\) has second moment \(3q\sigma^2\), so \(Q_{\rm atom}=3\times4\,(0.25-1)=-9\) e bohr\(^2\). Equation (6) gives \(\bar\phi_{\rm host}=18\pi/(3\times125)=0.1508\) Ha/e. For a Gaussian probe charge \(q=2\) of width 1.5 bohr, centred at \((1,0.5,2)\) bohr from an atom, superposed atomic potentials give an interaction of 0.3116 Ha; the zero-mean potential gives 0.0100 Ha. The difference is \(q\bar\phi_{\rm host}=0.3016\) Ha, or 8.21 eV. This large number belongs to the chosen model and its convention; it is not a typical finite-size error.

The potential at a charge depends on the choice of zero, although the energy of the neutral cell, and hence \(\alpha\) in (1), does not. Summing potentials of neutral cubes, each holding a unit point charge and its background, gives a mean \(\pi/(6L)\): the second moment of each cube is \(-L^2/4\), and (6) applies with \(\varepsilon=1\). The potential at a charge, without its own \(1/r\), is then \((-\alpha+\pi/6)/L=-2.31370/L\). The real-space sum agrees within the tested tolerance of \(10^{-4}/L\).

## Alignment within a finite defect cell

Even with a correct bulk reference, the defect can displace the potential far away. Write \(\rho=\rho_m+s\), where \(\rho_m\) is a spherical model charge carrying all of \(q\), and \(s\) is neutral and spherical. Take the origin at the centre of \(\rho_m\), so that \(\mathbf p=0\).

In isolation, \(\phi_s\) vanishes outside the range of \(s\). In the supercell, zero mean requires a constant \(C\) to be added:

\[
0=\int\phi_s\,d^3r+\Omega C
\quad\Longrightarrow\quad
C=-\frac1\Omega\int\phi_s\,d^3r=\frac{2\pi Q_s}{3\varepsilon L^3}. \tag{7}
\]

The energetic consequence is the interaction of the background with the short-range potential, \(-(q/\Omega)\int\phi_s\,d^3r=qC\). It is absent for an isolated defect and must be subtracted. Equation (1) says the same, since \(Q=Q_m+Q_s\):

\[
-\frac{2\pi qQ}{3\varepsilon L^3}=-\frac{2\pi qQ_m}{3\varepsilon L^3}-qC .
\]

Two defects with equal \(q\), \(\varepsilon\) and \(L\) but different \(Q_s\) have the same Madelung correction and different \(C\). Alignment therefore needs information about the defect potential that the Madelung term does not contain.

**Measuring \(C\).** For cell energies of the form (5), remove the cell means of the defect and bulk potentials, then evaluate

\[
C=\big[\phi_{\rm def}-\phi_{\rm host}-\phi_{m,\rm per}\big]_{\rm far}, \tag{8}
\]

where \(\phi_{m,\rm per}\) is the zero-mean periodic potential of the model charge. If the cell energies instead contain the mean potential, as in the pseudopotential codes mentioned above, the same means must be kept in \(\phi_{\rm def}\) and \(\phi_{\rm host}\). A defect that adds or removes atoms can change the mean at order \(L^{-3}\); the energy then already includes this change, and removing the means in (8) would count it twice. In terms of electron potential energy, \(\Delta v=-C\), and the correction is \(+q\Delta v\). A usable result requires a plateau in (8); strong variation in the far region can mean that the neutral part has a dipole, or that the model charge, the dielectric description or the cell is inadequate.

The subtraction of \(\phi_{m,\rm per}\) is essential. A Gaussian model charge is a point charge plus a neutral spherical difference of second moment \(3q\sigma^2\). By (7), its potential outside the Gaussian is

\[
\phi_{m,\rm per}(\mathbf r)=\frac q\varepsilon\left[\psi(\mathbf r)+\frac{2\pi\sigma^2}{L^3}\right].
\]

At the cell corner \(\psi=-0.8019/L\). Leaving this potential in the alignment adds a false energy \(-q\phi_{m,\rm per}\approx+0.802\,q^2/(\varepsilon L)\), which has the same scaling as the Madelung term. The corner potential contains the long-range potential of the model charge itself as well as that of its images and background; neither is part of the short-range shift \(C\).

Equation (7) was derived for fixed \(s\) in a uniform medium. In an atomistic calculation \(C\) should be read from (8), not predicted from a guessed \(Q_s\). With microscopic response, part of the short-range charge is induced rather than fixed, and the far difference can itself vary at order \(L^{-3}\). The alignment term then need not remove the whole \(L^{-3}\) error and may even increase it, so convergence with \(L\) remains necessary.

## Worked example

Take \(q=2\), \(\varepsilon=10\), and a Gaussian model charge of width 1.5 bohr. The neutral part has charges \(+3\) and \(-3\), with widths 1 and 2 bohr, at the same centre. The moments are

\[
Q_m=3(2)(1.5)^2=13.5,\qquad Q_s=3(3)(1^2-2^2)=-27\quad\text{e bohr}^2.
\]

At \(L=20\) bohr the three corrections are

\[
\frac{2.8373\times4}{2\times10\times20}=0.028373\ \text{Ha},
\]
\[
-\frac{2\pi\times2\times13.5}{3\times10\times8000}=-0.000707\ \text{Ha},
\]
\[
-qC=-2\times\frac{2\pi(-27)}{3\times10\times8000}=+0.001414\ \text{Ha}.
\]

The Madelung term is 0.772 eV and the alignment term 0.038 eV. Adding all three to the directly summed periodic energy gives

\[
0.179891+0.028373-0.000707+0.001414=0.208971\ \text{Ha},
\]

the separately evaluated isolated energy. At 20, 30 and 40 bohr the tests require agreement within \(10^{-8}\) Ha. Such close recovery is possible because the net charge is spherical about one centre and the neutral part is spherical. A spherical average of a harmonic function equals its value at the centre, so the order-4 and higher harmonics omitted from (4) give zero for the model charge and zero for a neutral spherical part wherever it sits, apart from negligible Gaussian overlap between cells.

With the Madelung correction alone, the energy at 20 bohr is 0.000707 Ha below the isolated value. Adding the model-width term without alignment doubles that error to 0.001414 Ha, because the remaining error is then proportional to \(|Q_s|=27\) instead of \(|Q_m+Q_s|=13.5\) e bohr\(^2\). The factor of two belongs to these chosen moments. For fixed charges in a uniform medium, the two parts of the cubic correction should be applied together.

If the unsubtracted corner potential is used for alignment, the error is \(+0.01533\) Ha at 20 bohr, more than half the Madelung correction. At 40 bohr it is still 0.00793 Ha, while the proper alignment term has fallen eightfold to 0.000177 Ha.

## Consequences for charge-transition levels

The level between charges \(q\) and \(q'\), measured from the band edge, is

\[
\epsilon(q/q')=\frac{E_f(q)-E_f(q')}{q'-q}\bigg|_{E_F=0}.
\]

When the correction \(\alpha q^2/(2\varepsilon L)\) holds with the same \(\varepsilon\) for both states, as for two relaxed states but not in general for a vertical transition, the Madelung correction changes it by

\[
\frac{\alpha(q^2-q'^2)}{2\varepsilon L(q'-q)}=-\frac{\alpha(q+q')}{2\varepsilon L}.
\]

Where (2) requires a nonzero \(\bar\phi_{\rm host}\), omitting it changes the level by \((-q+q')\bar\phi_{\rm host}/(q'-q)=+\bar\phi_{\rm host}\), whatever the two charges. The finite-cell shift must be measured for each charge state, since \(C\) can change when the defect relaxes or its electron density changes.

## Conditions of use

The derivation fails if the supposed defect charge occupies a delocalized band state, because there is then no compact \(\rho\) carrying \(q\). It also fails if the defect density reaches its images. Cells other than simple cubic (including fcc and bcc supercells) and anisotropic media require a different Madelung energy, computed with the actual lattice and dielectric tensor. Slabs require the nonuniform dielectric profile. Elastic interactions and overlap of defect wavefunctions are separate finite-size effects, not contained in (2).

The numerical output below lists the values for all three cell sizes and the independent checks.

## Table of computed values

```
Madelung constant alpha = 2.83729748
L * unit-charge potential at cell corner = -0.801936
neutral-cube sum at charge (L=1) = -2.313703
-alpha + pi/6 = -2.313699
cluster: q = 2.0 e, Q = 5.000 e bohr^2, p^2 = 3.500 e^2 bohr^2
cluster remainder L=20, 40: -6.262e-06, -1.955e-07 Ha; order 5.002
example: q = 2.0 e, eps = 10.0, width = 1.5 bohr
neutral part: +/-3.0 e, widths 1.0, 2.0 bohr
Q_model = 13.500, Q_s = -27.000 e bohr^2
integral of short-range phi = 5.654867 Ha bohr^3/e
isolated energy = 0.20897064 Ha
L = 20 bohr: E_per = 0.17989081 Ha
  Madelung correction = 0.02837297 Ha = 0.77207 eV
  model width correction = -0.00070686 Ha
  far shift C = -0.00070686 Ha/e
  alignment -qC = 0.00141372 Ha = 0.03847 eV
  recovered isolated energy = 0.20897064 Ha
  error with Madelung only = -0.00070686 Ha
  model potential at corner = -0.00766593 Ha/e
  error with unsubtracted alignment = 0.01533186 Ha
L = 30 bohr: E_per = 0.18984589 Ha
  Madelung correction = 0.01891532 Ha = 0.51471 eV
  model width correction = -0.00020944 Ha
  far shift C = -0.00020944 Ha/e
  alignment -qC = 0.00041888 Ha = 0.01140 eV
  recovered isolated energy = 0.20897064 Ha
  error with Madelung only = -0.00020944 Ha
  model potential at corner = -0.00524152 Ha/e
  error with unsubtracted alignment = 0.01048304 Ha
L = 40 bohr: E_per = 0.19469580 Ha
  Madelung correction = 0.01418649 Ha = 0.38603 eV
  model width correction = -0.00008836 Ha
  far shift C = -0.00008836 Ha/e
  alignment -qC = 0.00017671 Ha = 0.00481 eV
  recovered isolated energy = 0.20897064 Ha
  error with Madelung only = -0.00008836 Ha
  model potential at corner = -0.00396550 Ha/e
  error with unsubtracted alignment = 0.00793100 Ha
host: b = 5.0 bohr, atom +/-4.0 e, widths 0.5, 1.0 bohr
host mean potential = 0.150796 Ha/e
charge-host energy, superposed atoms = 0.311582 Ha
charge-host energy, zero mean = 0.009989 Ha
reference error q*mean = 0.301593 Ha = 8.2068 eV
polarizable lattice: polarizability = 0.12 b^3, eps = 4.03203
  L = 8 b: energy = -0.81345845 q^2/b
  L = 10 b: energy = -0.80519200 q^2/b
  L = 12 b: energy = -0.79955314 q^2/b
  L = 14 b: energy = -0.79547505 q^2/b
  1/L coefficient: fitted 0.352641, alpha/(2 eps) 0.351845 q^2
  unscreened alpha/2 = 1.418649 q^2
  fitted 1/L^3 coefficient = 0.5457 q^2 b^2
```
